# Pulay Stress of a Small Carbon PAW Dataset

## Question

A crystal is described by plane waves and a projector augmented-wave (PAW) dataset. Its pressure can be found in two ways. One may strain the cell and keep the same list of plane waves, or strain it and keep the same kinetic-energy cutoff. By how much do the two pressures differ, how does the difference scale with cutoff and volume, and how large is it for a first-row element such as carbon?

## What is held fixed

Let $E$ be the energy of a cell of volume $V$, and let pressure be positive when the cell pushes outwards:

$$
P=-\frac{dE}{dV}.
$$

The algebra is in atomic units. The strain is isotropic, and the atoms keep their fractional coordinates. At a Bloch vector $\mathbf k$ the basis holds every plane wave with

$$
\tfrac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}.
$$

Each $\mathbf G$ is labelled by three integers. A fixed set means that these integers, and the fractional coordinates of $\mathbf k$, do not change. The wave vectors themselves do: all lengths in the crystal grow as $V^{1/3}$, so all wave vectors shrink as $V^{-1/3}$. The kinetic energy of the outermost wave in a fixed set therefore obeys

$$
E_{\rm cut}\propto V^{-2/3}.
$$

The same follows from counting. A sphere of radius $Q_c=\sqrt{2E_{\rm cut}}$ contains on average

$$
N=\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}Q_c^3
=\frac{V(2E_{\rm cut})^{3/2}}{6\pi^2}
$$

plane waves per Bloch vector. At constant $N$,

$$
0=d\ln N=\frac{dV}{V}+\frac32\frac{dE_{\rm cut}}{E_{\rm cut}},
$$

and hence

$$
\left(\frac{dE_{\rm cut}}{dV}\right)_N=-\frac{2E_{\rm cut}}{3V}.
$$

Expansion at constant $N$ lowers the cutoff, so the description becomes poorer.

## The difference between the pressures

Treat the energy as a smooth function $E(V,E_{\rm cut})$. At constant $N$ both arguments change, and the chain rule gives

$$
\begin{aligned}
\left(\frac{dE}{dV}\right)_N
&=\left(\frac{\partial E}{\partial V}\right)_{E_{\rm cut}}
+\left(\frac{\partial E}{\partial E_{\rm cut}}\right)_V
\left(\frac{dE_{\rm cut}}{dV}\right)_N\\
&=\left(\frac{\partial E}{\partial V}\right)_{E_{\rm cut}}
-\frac{2E_{\rm cut}}{3V}
\left(\frac{\partial E}{\partial E_{\rm cut}}\right)_V .
\end{aligned}
$$

Multiplication by $-1$ turns the volume derivatives into pressures and reverses the sign of the last term:

$$
P_N-P_{E_{\rm cut}}
=\frac{2E_{\rm cut}}{3V}
\left(\frac{\partial E}{\partial E_{\rm cut}}\right)_V
\equiv P_{\rm Pulay}.
$$

The energy is found by minimization, and a larger cutoff adds functions without removing any. The minimum cannot rise, so $\partial E/\partial E_{\rm cut}\le0$ and $P_{\rm Pulay}\le0$. The fixed-set pressure is the lower one. This argument requires that the Hamiltonian itself does not change with the cutoff.

The smoothness needs care. With a finite set of Bloch vectors, $E$ changes in steps as single plane waves enter the basis. An infinitesimal strain generally moves no wave across the cutoff, so between two steps even the slope of the constant-cutoff curve is the fixed-set slope. The remaining part of $P_{E_{\rm cut}}$ sits in the steps. It is recovered only by a volume change wide enough to cross many steps. More Bloch vectors make the steps denser, so a smaller change suffices, but with any finite number of them an infinitesimal change still generally gives the fixed-set slope. The derivatives above are meant as averages over many steps.

## Which pressure the stress formula gives

In a PAW calculation with a fixed potential, the coefficients $c$ of a band obey

$$
Hc=\varepsilon Sc,\qquad c^\dagger Sc=1,
$$

where $S$ is the overlap matrix, which contains the augmentation. Differentiate $\varepsilon=c^\dagger Hc$ with the set held fixed:

$$
d\varepsilon=c^\dagger(dH)c+(dc^\dagger)Hc+c^\dagger H\,dc .
$$

The eigenvalue equation replaces $Hc$ by $\varepsilon Sc$, and $c^\dagger H$ by $\varepsilon c^\dagger S$. The last two terms become

$$
\varepsilon\left[(dc^\dagger)Sc+c^\dagger S\,dc\right]
=-\varepsilon\,c^\dagger(dS)c,
$$

where the equality is the derivative of the normalization. Thus

$$
d\varepsilon=c^\dagger(dH-\varepsilon\,dS)c .
$$

The change of the coefficients has dropped out. What is left is a derivative at constant $N$, so the analytic stress yields $P_N$. The term with $dS$ belongs to this pressure and is no substitute for $P_{\rm Pulay}$: the former comes from functions already in the basis, the latter from functions that enter or leave it.

## Which pressure is nearer the converged one

Write the energy as its converged value plus a truncation error,

$$
E(V,E_{\rm cut})=E_\infty(V)+\delta E(V,E_{\rm cut}).
$$

With $P_\infty=-dE_\infty/dV$, the definitions give

$$
P_{E_{\rm cut}}-P_\infty=-\left(\frac{\partial\,\delta E}{\partial V}\right)_{E_{\rm cut}},
$$

$$
P_N-P_\infty=-\left(\frac{\partial\,\delta E}{\partial V}\right)_{E_{\rm cut}}+P_{\rm Pulay}.
$$

The truncation error comes mostly from the rapidly varying parts of the waves near the nuclei. If these parts hardly change with volume, the first term is small and constant cutoff is the better choice. This is an approximation, not a theorem: compression changes the amplitude near the nuclei, and the two terms can also partly cancel.

## Scaling with the truncation error

Define the local exponent

$$
m=-\frac{d\ln\delta E}{d\ln E_{\rm cut}} .
$$

Since $E_\infty$ does not depend on the cutoff, $E_{\rm cut}\,\partial E/\partial E_{\rm cut}=-m\,\delta E$, and

$$
P_{\rm Pulay}=-\frac{2m}{3}\,\frac{\delta E}{V}.
$$

The scale is the truncation energy per volume, multiplied by a factor that measures how fast this energy is falling. An error that is the same at all volumes cancels from energy differences, but it still enters $P_N$ through $m$. Energy and volume must refer to the same unit, either one cell or one atom. Doubling the cell doubles both and leaves the pressure unchanged. For a given atomic error, the pressure falls as the inverse of the volume per atom.

## The truncation error from the smooth wave

Let $\psi$ be the converged smooth wave, with $(H-\varepsilon S)\psi=0$. Split it as $\psi=\psi_<+\chi$, where $\chi$ holds all components with $q>Q_c$. Use $\psi_<=\psi-\chi$ as a trial wave. Every term that contains $\psi$ vanishes by its equation, so

$$
\langle\psi_<|H-\varepsilon S|\psi_<\rangle
=\langle\chi|H-\varepsilon S|\chi\rangle .
$$

Division by the norm gives the energy error of the trial wave:

$$
\varepsilon_{\rm trial}-\varepsilon
=\frac{\langle\chi|H-\varepsilon S|\chi\rangle}
{\langle\psi_<|S|\psi_<\rangle}.
$$

For the lowest state of a given angular momentum this is an upper bound on the truncation error, because the remaining coefficients may still relax. At large $q$ the leading term of the numerator is the kinetic energy, and the denominator is close to one.

For an atomic wave with radial part $u(r)/r$ and angular momentum $l$, define

$$
\phi(q)=\int_0^\infty r\,u(r)\,j_l(qr)\,dr .
$$

The radial functions $\sqrt{2/\pi}\,q\,j_l(qr)$ are orthonormal in $q$. The weight of the wave between $q$ and $q+dq$ is thus $(2/\pi)q^2|\phi(q)|^2dq$. Multiplication by the kinetic energy $q^2/2$ gives

$$
\delta\varepsilon\simeq\frac1\pi\int_{Q_c}^{\infty}q^4|\phi(q)|^2\,dq .
$$

To differentiate, note that the lower limit brings a minus sign, and that $E_{\rm cut}=Q_c^2/2$ gives $dQ_c/dE_{\rm cut}=1/Q_c$. Therefore

$$
\frac{d\varepsilon}{dE_{\rm cut}}\simeq-\frac1\pi Q_c^3|\phi(Q_c)|^2 .
$$

The truncation error collects the whole tail, whereas the Pulay pressure samples the tail at the cutoff. Since $\phi(q)$ can oscillate, the pressure need not fall steadily.

The construction of the dataset fixes the distant decay. Here the smooth wave inside the augmentation radius $r_c$ is $r^{l+1}$ times a polynomial in $r^2$, and it joins the all-electron wave with equal value and equal first three derivatives. The three-dimensional wave $(u/r)Y_{lm}$ is then $r^lY_{lm}$ times a polynomial in $r^2$, which is a polynomial in the Cartesian coordinates. It is smooth at the origin, so the origin gives no power-law tail and only the join at $r_c$ matters. The first derivative that may jump is the fourth. At large $qr$,

$$
j_l(qr)\simeq\frac{\sin(qr-l\pi/2)}{qr},
\qquad
\phi(q)\simeq\frac1q\int u(r)\sin(qr-l\pi/2)\,dr .
$$

Repeated integration by parts on the two sides of $r_c$ gives one factor $1/q$ per step. The jump in the fourth derivative appears after five steps, so the envelope of $\phi$ falls as $q^{-6}$, multiplied by an oscillating function of $qr_c$. Then

$$
\delta\varepsilon\sim\int_{Q_c}^{\infty}q^4q^{-12}dq
\sim Q_c^{-7}\sim E_{\rm cut}^{-7/2}.
$$

The envelope of the pressure has the same power. This is an asymptotic statement for this kind of smooth wave; at ordinary cutoffs the local exponent can be quite different.

## A carbon dataset

The dataset comes from a spherical, nonrelativistic carbon atom in the local density approximation, with Slater exchange and VWN correlation. It has one $s$ and one $p$ partial wave and $r_c=0.74$ Å. It is smaller than a dataset with several partial waves per channel, and its potentials are frozen. Inside $r_c$ the local potential is an even polynomial of fourth degree that matches the all-electron potential and its first two derivatives; it equals $-80.75$ eV at the nucleus. Raising or lowering it there by 13.6 eV moves the pressures below by less than 1 percent at 250 and 300 eV and by about 0.02 GPa at 400 eV. At a cutoff of 1500 eV its levels are $-13.629$ eV for $2s$ and $-5.420$ eV for $2p$, equal to the all-electron levels to the digits shown.

For the estimate, each atom has a round volume of 6 Å$^3$ and the filling $s^1p^3$, which represents tetrahedral bonding. The atomic levels are solved with all momenta up to the cutoff, so their slopes contain no steps. The estimate is

$$
P_{\rm Pulay}=\frac{2E_{\rm cut}}{3V_{\rm atom}}
\left(\frac{d\varepsilon_s}{dE_{\rm cut}}
+3\frac{d\varepsilon_p}{dE_{\rm cut}}\right).
$$

At 400 eV the slopes are $-0.0010$ and $-0.0308$ meV per eV for one $s$ and one $p$ electron. Their weighted sum is

$$
-0.0010-3(0.0308)=-0.0934\ \text{meV/eV}
=-9.34\times10^{-5}.
$$

The prefactor is $2(400)/(3\times6)=44.44$ eV/Å$^3$, so

$$
P_{\rm Pulay}=44.44\times(-9.34\times10^{-5})
=-0.0042\ \text{eV/Å}^3,
$$

or $-0.67$ GPa. The slopes are differences over $\pm5$ eV; over $\pm1$ eV the result is $-0.66$ GPa. The same calculation at other cutoffs gives:

| Cutoff (eV) | Error per atom (meV) | Pulay pressure (eV/Å$^3$) |
|---:|---:|---:|
| 250 | 449 | −0.282 |
| 300 | 137 | −0.111 |
| 400 | 27 | −0.0042 |
| 500 | 25 | −0.0033 |
| 600 | 15 | −0.0075 |

The errors are relative to 1500 eV, where about 0.3 meV per atom of truncation error remains; this changes the exponents below by less than 0.1. The pressure at 250 eV is $-45$ GPa, and at 300 eV it is $-18$ GPa. The $p$ electrons dominate: at 250 eV they supply $3\times3.361=10.08$ of the total slope of 10.16 meV/eV, in magnitude.

The local exponent shows why the pressure changes so much. At 300 eV the total slope is $-3.33$ meV/eV, so

$$
m=\frac{300\times3.33}{137}\simeq7.3 .
$$

At 400 eV it is only $400\times0.0934/27.4\simeq1.4$. The fall from 300 to 400 eV thus has two causes: a smaller error, and an error that has nearly stopped changing.

The pressure at 600 eV is larger in magnitude than at 400 or 500 eV, although the energy error is smaller. The kinetic-tail integral, taken up to 1500 eV, reproduces this pattern. It falls by 2.7 meV between 400 and 500 eV, but by 10.9 meV between 500 and 600 eV. Its integrand is $q^4|\phi|^2$, so the smooth waves have little weight in the first interval and more in the second. The flat stretch is a property of these waves and does not show that the basis is converged. The tail integral exceeds the variational error by 4 to 9 percent of that error at the five cutoffs.

## The same dataset in a crystal

An independent check places the dataset in the diamond structure, with two atoms in a cell of 12 Å$^3$ and four doubly occupied bands. The potential is a sum of frozen atomic potentials, each ended smoothly at 1.48 Å. The energy is the sum of the band energies. Self-consistency, the double-counting terms and the repulsion of the ions are left out. The resulting pressure of about $-9.3$ eV/Å$^3$ is therefore not that of diamond, and the useful quantity is the difference between two treatments of the basis.

The volume was changed by 5 percent either way, and the energies were averaged over 32 Bloch vectors. At 250 eV the energy slope is $-15.65$ meV/eV per cell, so the formula gives

$$
\frac{2(250)}{3(12)}\times(-0.01565)
=-0.217\ \text{eV/Å}^3 .
$$

The separately computed pressures are $-9.492$ eV/Å$^3$ for the fixed set and $-9.277$ eV/Å$^3$ for the fixed cutoff. Their difference is $-0.215$ eV/Å$^3$. At 300 eV the direct difference and the formula are $-0.073$ and $-0.074$ eV/Å$^3$; at 400 eV both are $-0.0066$ eV/Å$^3$. Finite volume changes compare slightly different ranges of cutoff, so small deviations are expected.

The fixed-set stress formula was tested at one Bloch vector and 300 eV. Matrix derivatives and energy differences both give $-8.588$ eV/Å$^3$. The overlap derivative contributes $+0.268$ eV/Å$^3$ to this value, so it cannot be dropped.

Against a fixed-set reference of $-9.303$ eV/Å$^3$ at 500 eV, the deviations are:

| Cutoff (eV) | Fixed set (eV/Å$^3$) | Fixed cutoff (eV/Å$^3$) |
|---:|---:|---:|
| 250 | −0.189 | +0.026 |
| 300 | −0.076 | −0.004 |
| 400 | −0.003 | +0.004 |

In this frozen-potential model constant cutoff is clearly better at 250 and 300 eV, and this remains so when the atomic potentials end at 1.75 Å instead of 1.48 Å. At 400 eV it is not better by this measure. The reference is good enough to show this: raising its cutoff from 500 to 870 eV moved it by at most 0.0005 eV/Å$^3$ at each of six Bloch vectors. At 400 eV the fixed set is slightly nearer, because the positive fixed-cutoff deviation and the negative Pulay pressure partly cancel. The fixed-cutoff values also depend on which Bloch vectors are used, because the steps are averaged over a finite sample; they show the size of a deviation rather than its exact value. With other samples of 16 to 24 Bloch vectors the fixed-cutoff deviation at 250 eV ranges from $+0.016$ to $+0.026$ eV/Å$^3$, and the reference pressure itself moves by up to 0.03 eV/Å$^3$.

The crystal also shows how far the atomic estimate can be trusted. Between 250 and 500 eV the energy falls by 307 meV per atom in the crystal and by 424 meV in the atomic model. The crystal's Pulay pressures are $-35$, $-12$ and $-1.1$ GPa at 250, 300 and 400 eV, against $-45$, $-18$ and $-0.67$ GPa from the atom. The crystal values depend on the sample of Bloch vectors: other samples give $-33$ to $-35$, $-12$ to $-13$ and $-1.1$ to $-1.2$ GPa, and an energy drop of 297 to 318 meV. The size is right, but the atomic value is too large at the two lower cutoffs and, for this range of the potentials, too small at 400 eV. The cause of the differences at 250 and 300 eV was not established. At 400 eV the crystal slope is also taken over a wider range of cutoffs, about 387 to 413 eV against 395 to 405 eV for the atom. This matters little: over the wider range the atomic estimate is $-0.71$ GPa, which closes only about an eighth of the gap. The range of the atomic potentials matters more: ending them at 1.75 Å instead of 1.48 Å changes the crystal value at 400 eV from about $-1.2$ to about $-0.7$ GPa on the same 16 Bloch vectors, so the gap at this cutoff is not a firm result.

## How large is it in practice?

For this dataset the fixed-set pressure lies below the constant-cutoff pressure by tens of GPa at 250 eV, by 10 to 20 GPa at 300 eV, and by 0.7 to 1.2 GPa at 400 eV. This difference equals the error against the converged pressure only where the volume dependence of $\delta E$ is negligible beside it. A dataset with another radius, other smooth waves or more projectors has another tail, so these values do not carry over to carbon datasets in general.

The sign has a direct consequence for cell relaxation. Suppose the fixed-set pressure has been brought to zero. The constant-cutoff pressure is then $-P_{\rm Pulay}>0$: the cell still pushes outwards and is smaller than the volume at which the constant-cutoff pressure vanishes. Let $\Delta V$ be the departure from that volume $V$. With the bulk modulus $B=-V\,dP/dV$, the constant-cutoff pressure is $-B\,\Delta V/V$ to first order. Setting this equal to $-P_{\rm Pulay}$ gives

$$
\frac{\Delta V}{V}\simeq\frac{P_{\rm Pulay}}{B}.
$$

With a rough value of 400 GPa for a stiff carbon solid, a Pulay pressure of $-18$ GPa makes the volume about 4 percent smaller than the constant-cutoff equilibrium volume, and $-0.67$ GPa makes it about 0.2 percent smaller.

The correction needs little extra work. Compute the energy at two or more cutoffs around the chosen one, at the same volume, and form the slope. Then subtract the negative $P_{\rm Pulay}$ from the fixed-set pressure, which raises it to the constant-cutoff value. The cutoffs must be far enough apart to average over the steps, yet close enough that the slope is still local. The correction does not remove the volume dependence of the truncation error. To reduce that part as well, the cutoff must be raised. Convergence should then be followed over a wide range of cutoffs, for the pressure as well as the energy: the flat stretch between 400 and 500 eV, after which the energy falls again, shows that close agreement between two neighbouring cutoffs is not sufficient evidence.

## Numbers as computed

```
augmentation radius: 0.74 angstrom
volume per atom: 6.0 angstrom^3
end of atomic potential in crystal: 1.482 angstrom
radial-equation residuals, 2s and 2p: 2.0e-05, 9.1e-06 atomic units
local potential at nucleus: -80.75 eV
2s all-electron level: -13.629 eV
2s PAW level at 1500 eV cutoff: -13.629 eV
2s augmentation charge: -0.0748 electrons
2s shift by outer potential, all-electron and PAW: 0.0602, 0.0602 eV
2s shift by inner potential, all-electron and PAW: -0.3029, -0.3029 eV
2p all-electron level: -5.420 eV
2p PAW level at 1500 eV cutoff: -5.420 eV
2p augmentation charge: 0.0754 electrons
2p shift by outer potential, all-electron and PAW: 0.1272, 0.1273 eV
2p shift by inner potential, all-electron and PAW: -0.2778, -0.2777 eV
Atomic estimate, filling s1 p3
Ecut 250 eV: truncation error 448.67 meV, kinetic-tail estimate 489.74 meV
  slope per s and p electron: -0.0724, -3.3613 meV/eV
  Pulay pressure: -0.282117 eV/angstrom^3 = -45.200 GPa
Ecut 300 eV: truncation error 137.48 meV, kinetic-tail estimate 143.19 meV
  slope per s and p electron: -0.0354, -1.0989 meV/eV
  Pulay pressure: -0.111070 eV/angstrom^3 = -17.795 GPa
Ecut 400 eV: truncation error 27.43 meV, kinetic-tail estimate 29.15 meV
  slope per s and p electron: -0.0010, -0.0308 meV/eV
  Pulay pressure: -0.004157 eV/angstrom^3 = -0.666 GPa
Ecut 500 eV: truncation error 24.87 meV, kinetic-tail estimate 26.42 meV
  slope per s and p electron: -0.0013, -0.0195 meV/eV
  Pulay pressure: -0.003317 eV/angstrom^3 = -0.531 GPa
Ecut 600 eV: truncation error 14.93 meV, kinetic-tail estimate 15.49 meV
  slope per s and p electron: -0.0017, -0.0371 meV/eV
  Pulay pressure: -0.007540 eV/angstrom^3 = -1.208 GPa
Crystal test: 32 k points, volume change +/-5 percent
Ecut 250 eV: mean plane waves 108.0, dE/dEcut per cell -15.6470 meV/eV
  band pressure, fixed set and fixed cutoff: -9.49156, -9.27694 eV/angstrom^3
  difference, direct and formula: -0.21462, -0.21732 eV/angstrom^3
  formula in GPa: -34.819 GPa
Ecut 300 eV: mean plane waves 141.8, dE/dEcut per cell -4.4501 meV/eV
  band pressure, fixed set and fixed cutoff: -9.37914, -9.30660 eV/angstrom^3
  difference, direct and formula: -0.07254, -0.07417 eV/angstrom^3
  formula in GPa: -11.883 GPa
Ecut 400 eV: mean plane waves 217.5, dE/dEcut per cell -0.2970 meV/eV
  band pressure, fixed set and fixed cutoff: -9.30521, -9.29857 eV/angstrom^3
  difference, direct and formula: -0.00663, -0.00660 eV/angstrom^3
  formula in GPa: -1.057 GPa
band pressure at 500 eV, fixed set: -9.30267 eV/angstrom^3
one-k fixed-set pressure, matrix and energy: -8.58790, -8.58791 eV/angstrom^3
overlap-derivative part of it: 0.26778 eV/angstrom^3
energy drop per atom 250 to 500 eV, crystal and atom: 307.47, 423.79 meV
```
